# Optimal Sub-Gaps of the Intermediate-Band Solar Cell at Full Concentration

## Problem

A solar cell has a valence band (VB), a conduction band (CB) and, inside the gap, a narrow intermediate band (IB) without electrical contact. The IB splits the gap \(E_G\) into sub-gaps \(E_L<E_H\), with \(E_G=E_L+E_H\). The Luque–Martí model assumes:

- The Sun is a blackbody at \(T_s=6000\) K filling the hemisphere above the cell (full concentration). The cell is at \(T_c=300\) K and has a perfect back mirror.
- Each band has one flat quasi-Fermi level, and recombination is purely radiative.
- The cell is opaque above \(E_L\) and absorption does not overlap. Photons in window L, \([E_L,E_H)\), couple to the low transition alone, those in H, \([E_H,E_G)\), to the high transition alone, and those in G, \([E_G,\infty)\), to VB–CB alone.

(a) Find the net generation rate of each transition in closed form. (b) Show that each voltage \(0<qV<E_G\) gives one operating state, find \(dJ/dV\), and show that the maximum power point is unique. (c) Derive the conditions for the efficiency to be stationary in voltage and in both sub-gaps, and apply the same reasoning to a single-gap cell. (d) Solve them, and examine the nature of the stationary point. (e) Account for the incident power.

## Solution

Write \(\theta_s=kT_s\), \(\theta_c=kT_c\), \(u=qV\), with energies in eV.

### (a) Generation rates

Take a lower state \(\varepsilon_l\) and an upper state \(\varepsilon_u=\varepsilon_l+E\), with Fermi occupations \(f_l,f_u\) at temperature \(T_c\) and quasi-Fermi levels \(F_l,F_u\); let \(\mu=F_u-F_l\). A light mode holding \(n\) photons is absorbed at a rate proportional to \(f_l(1-f_u)\,n\) and fed at a rate proportional to \(f_u(1-f_l)(n+1)\), with the same squared matrix element. Since \(f_l(1-f_u)-f_u(1-f_l)=f_l-f_u\), along a ray
\[
\frac{dn}{dz}\propto-(f_l-f_u)\,(n-n_c),\qquad n_c=\frac{f_u(1-f_l)}{f_l-f_u}=\frac{1}{R-1},\qquad R=\frac{f_l(1-f_u)}{f_u(1-f_l)} .
\]
For a Fermi function \((1-f)/f=e^{(\varepsilon-F)/\theta_c}\), so \(R=e^{(\varepsilon_u-F_u)/\theta_c}e^{-(\varepsilon_l-F_l)/\theta_c}=e^{(E-\mu)/\theta_c}\), and
\[
n_c=n(E,\theta_c,\mu)\equiv\frac{1}{e^{(E-\mu)/\theta_c}-1}.
\]
All pairs of states of one transition at photon energy \(E\) share this \(n_c\), because the levels are flat. For \(\mu<E\), \(f_l>f_u\) and \(n\) relaxes to \(n_c\). In an opaque cell a ray enters with the solar occupation \(n_s(E)=n(E,\theta_s,0)\), leaves with \(n_c\), and has driven \(n_s-n_c\) net upward transitions per mode.

Vacuum modes with two polarizations number \(2\cdot4\pi k^2dk/(2\pi)^3=8\pi E^2dE/(h^3c^3)\) per volume, using \(k=2\pi E/hc\). The rate at which they cross unit area from a hemisphere carries the factor \(\int c\cos\vartheta\,d\Omega/4\pi=c/4\). The flux in a window is therefore
\[
N(E_1,E_2,\theta,\mu)=\Gamma\int_{E_1}^{E_2}E^2\,n(E,\theta,\mu)\,dE,\qquad\Gamma=\frac{2\pi}{h^3c^2}.
\]
The mirror makes the front hemisphere the sole exit, so Sun and cell share the same \(\Gamma\). The incident power is \(\Gamma\int_0^\infty E^3n_s\,dE=\sigma T_s^4\). With
\[
f(E,\mu)=\Gamma E^2\,[\,n_s(E)-n(E,\theta_c,\mu)\,],
\]
the net rates are \(G_L=\int_{E_L}^{E_H}f(E,\mu_L)dE\), \(G_H=\int_{E_H}^{E_G}f(E,\mu_H)dE\), \(G_G=\int_{E_G}^\infty f(E,\mu_G)dE\), each finite if \(\mu_i<E_i\), the lower edge of its window.

For the closed form put \(z=e^{(\mu-E)/\theta}<1\) and expand \(n(E+x)=\sum_{m\ge1}z^me^{-mx/\theta}\). Each term gives \(\int_0^\infty(E+x)^2e^{-mx/\theta}dx=E^2\theta/m+2E\theta^2/m^2+2\theta^3/m^3\). With \(\mathrm{Li}_s(z)=\sum_m z^m/m^s\),
\[
N(E,\infty,\theta,\mu)=\Gamma\theta\left[E^2\mathrm{Li}_1(z)+2E\theta\,\mathrm{Li}_2(z)+2\theta^2\mathrm{Li}_3(z)\right],\tag{1}
\]
and a finite window is the difference of two such tails. Since \(\partial z^m/\partial\mu=mz^m/\theta\), \(\partial_\mu\mathrm{Li}_s=\mathrm{Li}_{s-1}/\theta\), and the response of the emission, \(D_i=\partial N_i(\theta_c,\mu_i)/\partial\mu_i=-\partial G_i/\partial\mu_i\), has the tail
\[
\Gamma\left[E^2\mathrm{Li}_0(z)+2E\theta\,\mathrm{Li}_1(z)+2\theta^2\mathrm{Li}_2(z)\right],\qquad \mathrm{Li}_0=\frac{z}{1-z},\quad \mathrm{Li}_1=-\ln(1-z).\tag{2}
\]
As \(\mu\to E\), \(\mathrm{Li}_1\to+\infty\): the emission diverges logarithmically when a splitting reaches its window edge.

### (b) Operating state

The contacts touch CB and VB, so \(\mu_G=F_C-F_V=u\). Inserting the IB level, \((F_C-F_I)+(F_I-F_V)=u\) gives \(\mu_L+\mu_H=u\). No current leaves the IB, so in steady state \(G_L=G_H\). Electrons reach the CB directly or in two steps:
\[
j\equiv J/q=G_G+G_H,\qquad P=uj=uG_G+\mu_LG_L+\mu_HG_H,\qquad\eta=\frac{P}{\sigma T_s^4}.\tag{3}
\]
The second form of \(P\) uses \(uG_H=\mu_LG_L+\mu_HG_H\). These relations are the same whether the IB lies nearer the VB or the CB.

*Unique split.* At fixed \(u\), let \(F(\mu_L)=G_L(\mu_L)-G_H(u-\mu_L)\) on \(u-E_H<\mu_L<E_L\), an interval that is non-empty for \(u<E_G\). Because \(\partial n/\partial\mu=n(1+n)/\theta>0\), every \(D_i>0\), and \(F'=-D_L-D_H<0\). At the upper end \(G_L\to-\infty\), so \(F\to-\infty\); at the lower end \(G_H\to-\infty\), so \(F\to+\infty\). There is one root.

*Conductance.* Differentiating \(G_L=G_H\) gives \(D_Ld\mu_L=D_Hd\mu_H\). With \(d\mu_L+d\mu_H=du\), \(d\mu_H=D_L\,du/(D_L+D_H)\), and from \(dj=-D_Gdu-D_Hd\mu_H\),
\[
-\frac{dj}{du}=K\equiv D_G+\frac{D_LD_H}{D_L+D_H},\qquad \frac{dJ}{dV}=-q^2K.\tag{4}
\]
This is one diode in parallel with two in series.

*Unique maximum.* A second derivative gives \(\partial^2n/\partial\mu^2=n(1+n)(1+2n)/\theta^2>0\), so each \(G_i\) has \(G_i'<0\), \(G_i''<0\). The inverse \(\mu(g)\) of such a function has \(\mu'=1/G'<0\) and \(\mu''=-G''/G'^3<0\), as \(G''/G'^3>0\). For the series branch with common rate \(g\), \(u(g)=\mu_L(g)+\mu_H(g)\) is thus decreasing and concave, and by the same rule so is its inverse \(g(u)\). Adding \(G_G(u)\) gives \(j'<0\), \(j''<0\), hence \(P''=2j'+uj''<0\) for \(u>0\). At \(u=0\), \(P=0\) and \(j>0\): one of \(\mu_L,\mu_H\) is non-positive, so its rate \(g\) is positive for \(T_s>T_c\), as is \(G_G\). As \(u\to E_G\), \(G_G\to-\infty\) while \(G_H\) stays below its solar flux. The strictly concave \(P\) therefore has a single interior maximum.

### (c) Stationarity conditions

Impose the IB balance with a multiplier \(\lambda\):
\[
\mathcal L=u\,(G_G+G_H)+\lambda\,(G_L-G_H)=uG_G+\lambda G_L+(u-\lambda)G_H,\qquad u=\mu_L+\mu_H .
\]
Varying the splittings, with \(\partial u/\partial\mu_L=\partial u/\partial\mu_H=1\),
\[
\partial_{\mu_L}\mathcal L=j-uD_G-\lambda D_L=0,\qquad \partial_{\mu_H}\mathcal L=j-uD_G-(u-\lambda)D_H=0 .
\]
Subtracting gives \(\lambda D_L=(u-\lambda)D_H\); putting the resulting \(\lambda\) into the first equation,
\[
\lambda=\frac{uD_H}{D_L+D_H},\qquad j=uK.\tag{5}
\]
The second relation is \(dP/du=j+uj'=0\) with (4).

Let \(P^*(E_L,E_H)\) be the power at the maximum power point. There \(P^*=\mathcal L\), because the constraint holds. When a parameter changes, \(\mu_L,\mu_H,\lambda\) shift, but \(\mathcal L\) is stationary in all three, so \(\partial P^*/\partial E_i\) is the explicit derivative \(\partial\mathcal L/\partial E_i\). The same argument gives \(\lambda\) its meaning: a small extra supply \(\delta\) of photons raises \(P^*\) by \(\lambda\delta\) in window L, by \((u-\lambda)\delta\) in H and by \(u\delta\) in G. The marginal value \(\lambda\) is set by the conductances and need not equal \(\mu_L\).

An integral changes by \(+f\) at a raised upper limit and by \(-f\) at a raised lower limit, and \(E_G\) moves with both sub-gaps:
\[
\partial_{E_L}G_L=-f(E_L,\mu_L),\quad\partial_{E_L}G_H=f(E_G,\mu_H),\quad\partial_{E_L}G_G=-f(E_G,u),
\]
\[
\partial_{E_H}G_L=f(E_H,\mu_L),\quad\partial_{E_H}G_H=f(E_G,\mu_H)-f(E_H,\mu_H),\quad\partial_{E_H}G_G=-f(E_G,u).
\]
Weighting with \(\lambda\), \(u-\lambda\), \(u\),
\[
\frac{\partial P^*}{\partial E_L}=-\lambda f(E_L,\mu_L)+(u-\lambda)f(E_G,\mu_H)-uf(E_G,u),\tag{6}
\]
\[
\frac{\partial P^*}{\partial E_H}=\lambda f(E_H,\mu_L)+(u-\lambda)\left[f(E_G,\mu_H)-f(E_H,\mu_H)\right]-uf(E_G,u).\tag{7}
\]
Setting (6) and (7) to zero, together with \(G_L=G_H\) and \(j=uK\), gives four equations for \(E_L,E_H,\mu_L,\mu_H\). The difference (7) minus (6) moves the IB at fixed \(E_G\):
\[
\lambda\left[f(E_L,\mu_L)+f(E_H,\mu_L)\right]=(u-\lambda)f(E_H,\mu_H).\tag{8}
\]
Window L widens at both ends, and what it gains must be worth what H loses at its lower edge.

Raising a gap at fixed splittings brings no explicit voltage gain in (6). The gain sits in the last two terms taken together: at the optimum found in (d) the last term alone is a loss, \(-0.0959\), outweighed by the middle one, \(+0.1114\) (both in units of \(\Gamma\) eV³). Raising \(E_G\) hands a slice of spectrum from G, where \(u\) is near the edge and the slice emits strongly, to H, where \(\mu_H\) is far below \(E_G\) and the slice hardly emits.

*Single gap.* With \(P=uG(E_g,u)\), \(\partial P/\partial E_g=-uf(E_g,u)=0\) requires \(n_s(E_g)=n(E_g,\theta_c,u)\), that is \(E_g/T_s=(E_g-u)/T_c\):
\[
u=E_g\,(1-T_c/T_s).\tag{9}
\]
At the optimum the cell neither gains nor loses photons at its band edge, and the voltage is the gap times the Carnot factor, 0.95 here. This relies on the undiluted \(n_s\) of full concentration.

*Scaling.* Measuring all energies in units of \(\theta_s\), every rate carries \(\Gamma\theta_s^3\), both \(P\) and \(\sigma T_s^4\) carry \(\Gamma\theta_s^4\), and the remaining parameter is \(T_c/T_s\). The optimal \(\eta\) and \(E_i/\theta_s\) depend on that ratio alone.

### (d) Numerical solution

The constants are \(\theta_s=0.51704\) eV, \(\theta_c=0.025852\) eV, \(\sigma T_s^4=7348.8\) W/cm² and \(q\Gamma=15834.8\) A cm⁻² eV⁻³. Rates are quoted as currents \(qG_i\), and \(D_i\) as conductances \(q^2D_i\). The four equations, with (1) and (2), were solved by Powell's hybrid root method in the variables \(E_L\), \(E_H\), \(\ln(E_L-\mu_L)\), \(\ln(E_H-\mu_H)\), which keep the splittings below the edges:
\[
E_L=0.7140\ \text{eV},\quad E_H=1.2423\ \text{eV},\quad E_G=1.9563\ \text{eV},
\]
\[
\mu_L=0.6750\ \text{eV},\quad\mu_H=1.1610\ \text{eV},\quad V=1.8360\ \text{V}.
\]
Four decimals serve the arithmetic; as found below, lowering \(E_L\) by 0.034 eV and \(E_H\) by 0.042 eV, a step along the ridge of the maximum, costs only 0.06 percentage points of efficiency. In scaled form \(E_L/\theta_s=1.3810\), \(E_H/\theta_s=2.4028\).

| window | solar (A/cm²) | emitted (A/cm²) | net (A/cm²) | \(q^2D\) (S/cm²) |
|---|---|---|---|---|
| L | 1400.39 | 55.86 | 1344.52 | 2444.8 |
| H | 1373.47 | 28.94 | 1344.52 | 1144.0 |
| G | 1199.29 | 15.38 | 1183.91 | 597.8 |

As a sample of (1), window G has \(E_G-u=0.1203\) eV, \(z=e^{-4.653}=0.00953\), \(\mathrm{Li}_1=0.00958\), \(\mathrm{Li}_2=0.00955\), and a bracket \(0.03665+0.00097+0.00001=0.03763\) eV². Multiplying by \(\theta_c\) and \(q\Gamma\) gives 15.4 A/cm². Then
\[
J=1344.52+1183.91=2528.43\ \text{A/cm}^2,\qquad JV=2528.43\times1.8360=4642.2\ \text{W/cm}^2,
\]
\[
\eta=\frac{4642.2}{7348.8}=63.17\ \%.
\]
In (5), \(q^2K=597.8+2444.8\times1144.0/3588.8=597.8+779.3=1377.1\) S/cm², equal to \(J/V=2528.43/1.8360\). The multiplier is \(\lambda=1.8360\times1144.0/3588.8=0.5853\) eV, so \(u-\lambda=1.2507\) eV. An extra L photon is worth less than \(\mu_L=0.6750\) eV, an extra H photon more than \(\mu_H=1.1610\) eV. The optimum keeps a solar surplus in L, \(1400.39-1373.47=26.92\) A/cm², and the IB balance removes it as excess luminescence, \(55.86-28.94=26.92\) A/cm².

The gap conditions can be followed by hand. The solar occupations at \(E/\theta_s=1.3810,\ 2.4028,\ 3.7838\) are 0.3357, 0.0995, 0.02327. The cell occupations at the three lower edges, from \(E_i-\mu_i=0.0390,\ 0.0813,\ 0.1203\) eV, are 0.284, 0.0450, 0.00962. At the upper edges of L and H the offsets exceed \(20\,\theta_c\) and the emission is negligible. With \(E^2=0.5098,\ 1.5433,\ 3.8271\) eV², the values of \(f/\Gamma\) in eV² are
\[
f(E_L,\mu_L)=0.0263,\quad f(E_H,\mu_L)=0.1535,\quad f(E_H,\mu_H)=0.0841,
\]
\[
f(E_G,\mu_H)=0.0890,\quad f(E_G,u)=0.0522 .
\]
Equation (6) reads \(-0.0154+0.1114-0.0959\) and (7) reads \(0.0898+0.0062-0.0959\), both zero within the rounding; both sides of (8) are 0.1052 eV³. All three edge values of \(f\) are positive: \(\mu_L/E_L=0.945\), \(\mu_H/E_H=0.935\), \(u/E_G=0.9385\) lie below the 0.95 of (9).

*Short and open circuit.* Solving the split by Brent's method gives \(J_{sc}=2572.76\) A/cm², which is \(1373.47+1199.29\), the solar currents of H and G. At \(V=0\) the surplus in L must still be radiated, which needs \(\mu_L\approx0.66\) eV, about \(2\theta_c\) below \(E_L\); then \(\mu_H=-\mu_L<0\), H emits negligibly and limits the branch. The root of \(J(V)\) is \(V_{oc}=1.9462\) V, about 0.01 V below \(E_G/q\), and the fill factor is \(4642.2/(2572.76\times1.9462)=0.9271\).

*Local nature.* Away from the stationary point, \(\eta\) was obtained by Brent's method for the split and a bounded one-dimensional maximization in \(V\). Central differences give a Hessian of \(\eta(E_L,E_H)\), with \(\eta\) as a fraction, whose eigenvalues are \(-38.2\) and \(-0.42\) eV⁻² for a step of 0.002 eV and tend to about \(-38.3\) and \(-0.40\) eV⁻² as the step is reduced. Both are negative, so the point is a maximum, shaped as a ridge. To quadratic order a step of 0.01 eV across the ridge costs \(\tfrac12(38.3)(0.01)^2=0.19\) percentage points, and the same step along it 0.002 points. Across the ridge the cubic term already matters at this step: the actual loss is 0.23 points when \(E_L\) is raised and \(E_H\) lowered, and 0.14 points in the opposite direction. The rounded gaps 0.71/1.24 eV give 63.16 %. The point 0.68/1.20 eV, displaced by \((-0.034,-0.042)\) eV, gives 63.11 %, a loss of 0.06 points. The smallest quadratic loss for a step of that length is \(\tfrac12(0.40)(0.0029)\), also 0.06 points, so this step runs nearly along the ridge.

A conjecture for the ridge is that it follows the matching of solar currents. With \(\phi=E^2n_s=0.171,\ 0.1535,\ 0.089\) eV² at \(E_L,E_H,E_G\), the solar mismatch \((N_L-N_H)/\Gamma\) has gradient \((-\phi_L-\phi_G,\ 2\phi_H-\phi_G)=(-0.260,\ 0.218)\), so it is constant along \(dE_H/dE_L=1.19\), close to the 1.24 of the step above. At 0.65/1.3 eV, (6) and (7) divided by \(\sigma T_s^4\) give \((0.315,-0.269)\) eV⁻¹, which points almost along the direction that reduces the mismatch fastest.

*Global nature.* Emission is positive, so each \(G_i\) is below its solar flux \(N_i^s\), and \(g=G_L=G_H<\min(N_L^s,N_H^s)\). With \(u<E_G\),
\[
\eta<B\equiv\frac{E_G\left[N_G^s+\min(N_L^s,N_H^s)\right]}{\sigma T_s^4}.\tag{10}
\]
At the optimal gaps \(B=1.9563\times2572.76/7348.8=68.49\) %, and \(\eta\) falls below it by the factors \(u/E_G=0.9385\) and \(J/J_{sc}=0.9828\). Gaps with \(B<63.17\) % cannot compete. On a grid of step 0.04 eV with \(E_L<E_H\le5.0\) eV, 77 points have a larger \(B\), and the best \(\eta\) among them is the 63.11 % at 0.68/1.20 eV. On the borders \(E_L=0.04\) eV and \(E_H=5.0\) eV, \(B\) does not exceed 45.46 %. Beyond 5 eV, \(B\le 2E_HN(E_H,\infty,\theta_s,0)/\sigma T_s^4\), since \(E_G<2E_H\) and \(N_G^s+N_H^s\) is the tail above \(E_H\). In the Boltzmann approximation, with \(x=E_H/\theta_s\), this is \(2x(x^2+2x+2)e^{-x}\cdot15/\pi^4\), about 2 % at \(x=9.67\) and falling. A finite grid is evidence that the maximum is global, not a proof, because a narrow ridge can pass between grid points.

The bound is approached as \(T_c\to0\) at fixed gaps. For a fixed offset \(E_i-\mu_i\) the emission (1) vanishes, so the offsets of G and of the limiting window can be taken small at no cost. The surplus window radiates its excess \(M\) when \(\Gamma\theta_cE_i^2\mathrm{Li}_1\approx M\), that is at an offset \(\theta_c\exp(-M/\Gamma\theta_cE_i^2)\to0\).

*Comparisons.* A Nelder–Mead simplex search over gap and voltage for the single-gap cell gives \(E_g=1.1088\) eV, \(V=1.0534\) V and \(\eta=40.74\) %, where (9) gives \(0.95\times1.1088=1.0534\) eV. A cell with gap 1.9563 eV and no IB reaches 29.58 %. Solving the four equations for 3000 K and 150 K gives 0.3570/0.6212 eV and 63.17 %, the halved gaps required by scaling. For 5800 K and 300 K the optimum is 0.6902/1.2012 eV with 62.98 %. The gaps fall by factors 0.967, the ratio 5800/6000 to that precision, and the efficiency drops by 0.19 points because \(T_c/T_s\), on which alone it depends, has risen.

### (e) Energy budget

Split the incident power at \(E_L\), and write the absorbed part as emitted plus retained:
\[
\sigma T_s^4=\Gamma\!\int_0^{E_L}\!E^3n_s\,dE+\sum_i\Gamma\!\int_iE^3n(E,\theta_c,\mu_i)\,dE+\sum_i\int_iE f\,dE .
\]
Inserting \(E=(E-E_i)+(E_i-\mu_i)+\mu_i\) in the last sum,
\[
\sum_i\int_iEf\,dE=\sum_i\int_i(E-E_i)f\,dE+\sum_i(E_i-\mu_i)G_i+\sum_i\mu_iG_i .
\]
The last term is \(P\) by (3). In the middle one, \(G_L=G_H\) and \((E_L-\mu_L)+(E_H-\mu_H)=E_G-u\) give \((E_G-u)\,j\), here \(0.1203\times2528.43/7348.8=4.14\) %. Quadrature of the other integrals gives, as fractions of \(\sigma T_s^4\): unabsorbed below \(E_L\) 7.78 %, luminescence 1.48 %, thermalisation to the window edges 23.43 %, voltage loss 4.14 %, work 63.17 %, with sum 100.00 %. Thermalisation is the largest loss. It belongs to the step-shaped windows, since in (3) each net transition delivers \(\mu_i\), which lies below the lower edge \(E_i\) of its window whatever the photon energy (the marginal values \(\lambda\) and \(u-\lambda\) of (c) are a different quantity, and \(u-\lambda\) exceeds \(E_H\) here), and it does not vanish as \(T_c\to0\).

### Where the result fails

The value 63.17 % is the limit of this model at \(T_c/T_s=0.05\), not a property of any material. Below full concentration the Sun fills a fraction of the hemisphere and the rest sees the surroundings. Then \(n_s\) is replaced by a weighted mean of two occupations; (4)–(8) keep their form with the new \(f\), while (9), the optimal gaps and the efficiency change. Non-radiative recombination subtracts a rate \(R_i\) from each \(G_i\). If \(R_i\) depends on its own splitting \(\mu_i\) alone and vanishes at \(\mu_i=0\), equations (4) and (5) hold with \(D_i+R_i'\), the concavity proof survives if \(R_i\) is increasing and convex, and (6) and (7) acquire the gap dependence of \(R_i\). In a real material \(R_i\) can also depend on the filling of the IB, and these statements then need not hold. If absorption overlaps, a ray relaxes to a mean of the \(n_c\) of the competing transitions, weighted by their absorption coefficients, so each \(G_i\) depends on several splittings. The separable form \(G_i(\mu_i)\), on which (4)–(8) rest, is then lost. The non-overlapping assignment has been assumed here and has not been shown to be the best one.

Numbers in the example were calculated in double precision.
